**Acoustic plasmon of a two-dimensional electron gas near a metal gate**

The program tests the gated interaction v(q) = 2π(1 − e^(−2qd))/q and the RPA plasmon velocity s = v_F(1 + g)/√(1 + 2g) with g = 4d, in Hartree atomic units. Here n is the areal density, d the gate distance, q the wave number and v_F = √(2πn) the Fermi velocity. It asserts that v(q) agrees with a finite-difference solution of Poisson's equation and with a numerical Fourier transform of the image potential. It finds the plasmon as a root of 1 − vχ0, with the response χ0 integrated over the Fermi disk, and asserts agreement with the velocity formula for gates from 0.05 to 100 bohr. It also asserts that at small q the frequency grows as q with the gate and as √q without it. For n = 0.05 bohr⁻² and d = 10 bohr the output gives s = 2.553 a.u., or 5586 km/s. The cold-fluid value √(4πnd) is 1.8 % lower than this, and at d = 1 bohr it is 15 % too low.

## Check in Python

```python
"""
Two-dimensional electron gas at distance d from an ideal metal gate.
Results under test (Hartree atomic units):
  interaction        v(q) = 2 pi (1 - exp(-2 q d)) / q
  cold-fluid mode    omega^2 = n q^2 v(q), velocity sqrt(4 pi n d)
  RPA velocity       s = vF (1 + g) / sqrt(1 + 2 g),  g = 4 d
Symbols: n areal density, d gate distance, q wave number, kF = vF Fermi
wave number and velocity, chi0 density response of free electrons,
g = v(q)/pi interaction times density of states (1/pi) .
The plasmon is the root of 1 - v(q) chi0(q, omega) = 0.
"""
import numpy as np
from scipy import constants
from scipy.linalg import solveh_banded
from scipy.optimize import brentq
from scipy.special import j0

density = 0.05
gate = 10.0
near_gate = 1.0
kF = np.sqrt(2 * np.pi * density)


def v_gated(q, d):
    return 2 * np.pi * (-np.expm1(-2 * q * d)) / q


def v_free(q):
    return 2 * np.pi / q


def v_image(r, d):
    return 1 / r - 1 / np.sqrt(r**2 + 4 * d**2)


def v_from_poisson(q, d):
    """Finite differences for -phi'' + q^2 phi = 4 pi delta(z), phi(-d)=0."""
    steps_to_sheet = 400
    h = d / steps_to_sheet
    size = steps_to_sheet + int(20 / (q * h))
    bands = np.empty((2, size))
    bands[0] = -1 / h**2
    bands[1] = 2 / h**2 + q**2
    source = np.zeros(size)
    source[steps_to_sheet - 1] = 4 * np.pi / h
    return solveh_banded(bands, source)[steps_to_sheet - 1]


def v_from_images(q, d):
    """Two-dimensional Fourier transform of the image potential."""
    edges = np.linspace(0, 2.0e4, 8001)
    x, w = np.polynomial.legendre.leggauss(16)
    half = (edges[1] - edges[0]) / 2
    r = (edges[:-1, None] + half * (1 + x)).ravel()
    weight = np.tile(half * w, len(edges) - 1)
    return 2 * np.pi * np.sum(weight * r * j0(q * r) * v_image(r, d))


nodes, node_weights = np.polynomial.legendre.leggauss(120)
k_grid = kF * (1 + nodes) / 2
k_weights = kF * node_weights / 2
cos_grid = np.cos(2 * np.pi * np.arange(800) / 800)


def chi0_numeric(q, omega):
    """Integral over the Fermi disk, valid above the continuum."""
    delta = q * k_grid[:, None] * cos_grid + q**2 / 2
    ring = np.mean(2 * delta / (omega**2 - delta**2), axis=1)
    return np.sum(k_weights * k_grid * ring) / np.pi


def plasmon_numeric(q, v):
    edge = 1 + q / (2 * kF)
    x = brentq(lambda y: 1 - v * chi0_numeric(q, y * q * kF),
               1.002 * edge, 1.0e4, xtol=1e-12, rtol=1e-12)
    return x * q * kF


def velocity_numeric(d):
    """omega/q extrapolated to q = 0 from two small wave numbers."""
    q = min(1e-4, 1e-3 / d)
    full = plasmon_numeric(q, v_gated(q, d)) / q
    half = plasmon_numeric(q / 2, v_gated(q / 2, d)) / (q / 2)
    return 2 * half - full


def speed_formula(g):
    return kF * (1 + g) / np.sqrt(1 + 2 * g)


def cold_speed(d):
    return np.sqrt(4 * np.pi * density * d)


# Interaction: Poisson equation and image potential against the formula
print("Interaction at gate distance d = %.1f bohr" % gate)
print("q (1/bohr), v(q) formula, Poisson, image transform (hartree bohr^2)")
for q in (0.01, 0.1, 1.0):
    formula = v_gated(q, gate)
    poisson = v_from_poisson(q, gate)
    images = v_from_images(q, gate)
    assert abs(poisson / formula - 1) < 2e-4   # grid error (q h)^2 / 8
    assert abs(images / formula - 1) < 1e-5    # cut-off of the r integral
    print("  %.2f  %.4f  %.4f  %.4f" % (q, formula, poisson, images))
print("v(0) = 4 pi d = %.4f hartree bohr^2" % (4 * np.pi * gate))
assert abs(v_from_images(1e-3, gate) / (4 * np.pi * gate) - 1) < 0.02
r_far = 100 * gate
assert abs(v_image(r_far, gate) * r_far**3 / (2 * gate**2) - 1) < 1e-3

# Long-wavelength response of the Fermi circle
for x in (1.2, 1.5, 4.0):
    q = 1e-4
    circle = (x / np.sqrt(x**2 - 1) - 1) / np.pi
    assert abs(chi0_numeric(q, x * q * kF) / circle - 1) < 1e-5

# Velocity: root of the dielectric function against the closed formulas
print("Density n = %.3f bohr^-2" % density)
print("Fermi velocity vF = kF = %.4f a.u." % kF)
print("Density parameter r_s = %.3f" % (1 / np.sqrt(np.pi * density)))
print("d (bohr), g, s numeric, s formula, sqrt(4 pi n d) (a.u.), s/vF")
for d in (0.05, near_gate, gate, 100.0):
    s_num = velocity_numeric(d)
    s_rpa = speed_formula(4 * d)
    s_squared = (cold_speed(d)**2 + 0.75 * kF**2
                 + kF**2 / (4 * (1 + 8 * d)))
    assert abs(s_num / s_rpa - 1) < 1e-5
    assert abs(s_num**2 / s_squared - 1) < 2e-5
    assert s_num > kF
    print("  %6.2f  %6.1f  %.5f  %.5f  %.5f  %.4f"
          % (d, 4 * d, s_num, s_rpa, cold_speed(d), s_num / kF))
excess = (velocity_numeric(100.0) / cold_speed(100.0))**2 - 1
assert abs(excess / (3 / 800) - 1) < 0.01
for d in (near_gate, gate):
    error = 100 * (1 - cold_speed(d) / speed_formula(4 * d))
    print("Cold-fluid velocity too low at d = %.0f bohr by %.2f percent"
          % (d, error))

# Cold-fluid law at finite q when the mode is much faster than vF
q = 0.01
omega_squared = plasmon_numeric(q, v_gated(q, 100.0))**2
cold_squared = density * q**2 * v_gated(q, 100.0)
assert abs(omega_squared / cold_squared - 1) < 0.01
assert abs(omega_squared / (cold_squared + 0.75 * (q * kF)**2) - 1) < 1e-4

# Power of q with and without the gate
q = 1e-4
power_gate = np.log2(plasmon_numeric(2 * q, v_gated(2 * q, gate))
                     / plasmon_numeric(q, v_gated(q, gate)))
power_free = np.log2(plasmon_numeric(2 * q, v_free(2 * q))
                     / plasmon_numeric(q, v_free(q)))
assert abs(power_gate - 1) < 2e-3
assert abs(power_free - 0.5) < 2e-3
print("Power of q in omega near q = 1e-4 /bohr: gate %.4f, no gate %.4f"
      % (power_gate, power_free))

# Dispersion table
print("Dispersion at d = %.1f bohr, omega in hartree" % gate)
print("q (1/bohr), q d, numeric, formula, s q, numeric without gate")
s_main = speed_formula(4 * gate)
for q in (0.001, 0.01, 0.05, 0.1, 0.2):
    v = v_gated(q, gate)
    omega = plasmon_numeric(q, v)
    formula = q * speed_formula(v / np.pi)
    free = plasmon_numeric(q, v_free(q))
    assert abs(omega / formula - 1) < (1e-3 if q <= 0.05 else 1e-2)
    assert omega < free
    print("  %.3f  %5.2f  %.6f  %.6f  %.6f  %.6f"
          % (q, q * gate, omega, formula, s_main * q, free))

# Main result in other units
unit_velocity = constants.physical_constants["atomic unit of velocity"][0]
print("Velocity at d = %.0f bohr: s = %.4f a.u. = %.0f km/s"
      % (gate, s_main, s_main * unit_velocity / 1000))
ratio_light = s_main * unit_velocity / constants.c
assert ratio_light < 0.05
print("Ratio to the speed of light s/c = %.4f" % ratio_light)
print("all tests passed")
```

Printed output:

```
Interaction at gate distance d = 10.0 bohr
q (1/bohr), v(q) formula, Poisson, image transform (hartree bohr^2)
  0.01  113.8948  113.8948  113.8948
  0.10  54.3285  54.3284  54.3285
  1.00  6.2832  6.2827  6.2832
v(0) = 4 pi d = 125.6637 hartree bohr^2
Density n = 0.050 bohr^-2
Fermi velocity vF = kF = 0.5605 a.u.
Density parameter r_s = 2.523
d (bohr), g, s numeric, s formula, sqrt(4 pi n d) (a.u.), s/vF
    0.05     0.2  0.56845  0.56845  0.17725  1.0142
    1.00     4.0  0.93417  0.93417  0.79267  1.6667
   10.00    40.0  2.55338  2.55338  2.50663  4.5556
  100.00   400.0  7.94151  7.94151  7.92665  14.1686
Cold-fluid velocity too low at d = 1 bohr by 15.15 percent
Cold-fluid velocity too low at d = 10 bohr by 1.83 percent
Power of q in omega near q = 1e-4 /bohr: gate 0.9993, no gate 0.5001
Dispersion at d = 10.0 bohr, omega in hartree
q (1/bohr), q d, numeric, formula, s q, numeric without gate
  0.001   0.01  0.002541  0.002541  0.002553  0.017731
  0.010   0.10  0.024355  0.024355  0.025534  0.056260
  0.050   0.50  0.102586  0.102578  0.127669  0.127676
  0.100   1.00  0.171961  0.171879  0.255338  0.183899
  0.200   2.00  0.267850  0.266942  0.510677  0.269982
Velocity at d = 10 bohr: s = 2.5534 a.u. = 5586 km/s
Ratio to the speed of light s/c = 0.0186
all tests passed
```
